# Localisation length of a harmonic chain with random masses

## The physical situation

A vibration sent into a chain of atoms with unequal masses is partly reflected at each irregularity. In one dimension the reflected waves cannot go around one another, and their interference turns the travelling wave into one whose envelope decays exponentially. Such a mode carries almost no heat through a chain much longer than its decay length. Yet if all atoms move together, no spring is stretched and the masses do not matter, so very slow vibrations should be nearly immune to mass disorder. The question is how fast the decay length grows as the frequency falls.

Let equal springs $K$ join neighbouring atoms, with masses

$$m_n=m(1+\varepsilon_n),\qquad \langle\varepsilon_n\rangle=0,\qquad \langle\varepsilon_n^2\rangle=\sigma^2=\frac{\mathrm{Var}(m_n)}{m^2}. \tag{1}$$

The $\varepsilon_n$ are bounded, identically distributed and, until correlations are introduced below, independent; every mass is positive. For displacements $u_ne^{-i\omega t}$, Newton's equation $m_n\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$ becomes

$$u_{n+1}+u_{n-1}=\left(2-\frac{m_n\omega^2}{K}\right)u_n. \tag{2}$$

Given two neighbouring displacements, (2) produces all the others. For almost every starting pair the solution grows as $e^{\gamma n}$, where $\gamma$ is the Lyapunov exponent per site. The step $(u_n,u_{n-1})\to(u_{n+1},u_n)$ has determinant one, so one exceptional starting direction decays as $e^{-\gamma n}$. A normal mode of a chain much longer than $1/\gamma$ must decay on both sides of its centre, and its amplitude falls by a factor $e$ over about $\xi=1/\gamma$ sites. This is the localisation length; the energy density falls twice as fast.

## Growth at one site

The uniform chain of mass $m$ defines a wave number $0<k<\pi$ and a dimensionless frequency $\Omega$ through

$$\Omega^2=\frac{m\omega^2}{K}=4\sin^2\frac k2,\qquad 2-\Omega^2=2\cos k. \tag{3}$$

Inserting (1) in (2) then gives

$$u_{n+1}+u_{n-1}=(2\cos k+V_n)u_n,\qquad V_n=-4\sin^2\!\frac k2\;\varepsilon_n. \tag{4}$$

For a real solution, define $\psi_n=u_n-e^{-ik}u_{n-1}$. From (4), with $2\cos k-e^{-ik}=e^{ik}$,

$$\psi_{n+1}=e^{ik}u_n-u_{n-1}+V_nu_n=e^{ik}\psi_n+V_nu_n. \tag{5}$$

Without disorder $|\psi_n|$ is constant. Moreover $|\psi_n|^2=u_n^2+u_{n-1}^2-2\cos k\,u_nu_{n-1}$ is a positive quadratic form inside the band, so $\ln|\psi_n|$ grows at the rate $\gamma$.

Write $e^{ik}\psi_n=R_ne^{i\theta_n}$. Since $e^{ik}\psi_n=e^{ik}u_n-u_{n-1}$, its imaginary part is $u_n\sin k$, so $u_n=R_n\sin\theta_n/\sin k$. Equation (5) becomes

$$\psi_{n+1}=R_ne^{i\theta_n}\left(1+v_n\sin\theta_n\,e^{-i\theta_n}\right), \tag{6}$$

$$v_n=\frac{V_n}{\sin k}=-\frac{4\sin^2(k/2)}{2\sin(k/2)\cos(k/2)}\,\varepsilon_n=-2\tan\!\frac k2\;\varepsilon_n. \tag{7}$$

The effective perturbation is therefore $v_n$, which vanishes with frequency even when $\varepsilon_n$ is not small.

Let $w_n=e^{2i\theta_n}$ and $h_n=iv_n/2$. The bracket in (6) has the same modulus as its complex conjugate, and $\sin\theta\,e^{i\theta}=(w-1)/(2i)$. Hence

$$\left|\frac{\psi_{n+1}}{\psi_n}\right|=|1+h_n-h_nw_n|=|1+h_n|\,|1-c_nw_n|,\qquad c_n=\frac{h_n}{1+h_n}. \tag{8}$$

Here $|1+h_n|^2=1+v_n^2/4$ and $|c_n|<1$, so the logarithm of the last factor can be expanded in powers of $c_nw_n$. The phase $\theta_n$ was fixed by the masses before site $n$, so $w_n$ is independent of $c_n$. With $\langle\cdot\rangle$ an average over the disorder and along the chain,

$$\gamma=\frac12\left\langle\ln\!\left(1+\frac{v^2}{4}\right)\right\rangle-\mathrm{Re}\sum_{q\ge1}\frac{\langle c^q\rangle\langle w^q\rangle}{q}. \tag{9}$$

No expansion in the disorder has yet been made. Now $c=h-h^2+\dots$, $\langle h\rangle=0$ and $\langle h^2\rangle=-\langle v^2\rangle/4$. Thus $\langle c\rangle=\langle v^2\rangle/4$ and $\langle c^2\rangle=-\langle v^2\rangle/4$ to second order, and

$$\gamma=\frac{\langle v^2\rangle}{8}\left[1-2\,\mathrm{Re}\langle w\rangle+\mathrm{Re}\langle w^2\rangle\right]+O(\langle|v|^3\rangle). \tag{10}$$

If $\theta$ were uniformly distributed, both phase averages would vanish. Whether they do must be decided by the motion of the phase.

## Why the phase is nearly uniform

By definition $\theta_{n+1}=k+\arg\psi_{n+1}$, and $e^{2i\arg\psi}=\psi/\psi^*$. From (6), using $v\sin\theta\,e^{-i\theta}=-h(1-1/w)$,

$$w_{n+1}=e^{2ik}\frac{(1-h_n)w_n+h_n}{1+h_n-h_nw_n}
=e^{2ik}\left[w_n+\frac{h_n(w_n-1)^2}{1-h_n(w_n-1)}\right]. \tag{11}$$

The second form follows by writing the numerator as $w-h(w-1)$ and subtracting $w$ times the denominator. To second order the bracket is $w+h(w-1)^2+h^2(w-1)^3$.

Over a long chain, the averages of $w_{n+1}$ and $w_n$ are equal, because their sums differ by end terms alone. The term linear in $h$ averages to zero by independence, which leaves

$$(1-e^{2ik})\langle w\rangle=-e^{2ik}\frac{\langle v^2\rangle}{4}\langle(w-1)^3\rangle+O(\langle|v|^3\rangle). \tag{12}$$

Since $|w|=1$, the right side is at most of order $\langle v^2\rangle$. The same argument for the $p$th power gives

$$\langle w^p\rangle=O\!\left(\frac{\langle v^2\rangle}{|\sin pk|}\right). \tag{13}$$

The free rotation of the phase by $k$ per site averages out any preferred direction faster than weak disorder can create one. For $p=1,2$ this works as long as $\sin k$ and $\sin 2k$ are not small. The phase terms in (10) then add contributions of fourth order in $v$ to $\gamma$.

The leading moments follow when the harmonics on the right of (12) are themselves small. Then $\langle(w-1)^3\rangle\to-1$, and $1-e^{2ik}=-2i\sin k\,e^{ik}$ gives

$$\langle w\rangle\simeq\frac{\langle v^2\rangle}{4}\,\frac{e^{ik}}{-2i\sin k}=\frac{\langle v^2\rangle}{8}(i\cot k-1). \tag{14}$$

For the square, the $h^2$ term of $[w+h(w-1)^2+h^2(w-1)^3]^2$ is $(w-1)^4+2w(w-1)^3$, whose constant part is $1$. Therefore

$$\langle w^2\rangle\simeq-\frac{\langle v^2\rangle}{4}\,\frac{e^{4ik}}{1-e^{4ik}}=-\frac{\langle v^2\rangle}{8}(i\cot2k-1). \tag{15}$$

## The Lyapunov exponent and its low-frequency limit

From (7), $\langle v^2\rangle=4\sigma^2\tan^2(k/2)$. From (3), $\tan^2(k/2)=(\Omega^2/4)/(1-\Omega^2/4)$. Equation (10) thus gives, to second order in the disorder,

$$\gamma=\frac{\sigma^2}{2}\tan^2\frac k2=\frac{\sigma^2\Omega^2}{2(4-\Omega^2)}. \tag{16}$$

This is not proportional to $\omega^2$ throughout the band. The quadratic law is its low-frequency limit:

$$\gamma\to\frac{\sigma^2\Omega^2}{8}=\frac{\mathrm{Var}(m_n)\,\omega^2}{8Km},\qquad
\xi\to\frac{8Km}{\mathrm{Var}(m_n)\,\omega^2}. \tag{17}$$

In this limit the mass deviations need not be small. Hold their distribution fixed and let $k\to0$, so that $v=O(k)$. Equation (13) gives $\langle w^p\rangle=O(k)$ for each fixed $p$. The neglected terms in (12) are then $O(k^3)$, and division by $1-e^{2ik}=O(k)$ leaves an error $O(k^2)$ in (14). Because the leading imaginary part in (14) is $O(k)$ and the real part is $O(k^2)$, and likewise in (15), the sum in (9) can be estimated term by term:

- For $q=1,2$, the real part of $\langle c^q\rangle$ is $O(k^2)$ and multiplies a real part $O(k^2)$. Its imaginary part is $O(k^3)$ and multiplies an imaginary part $O(k)$.
- For $q=3$, $\langle c^3\rangle=O(k^3)$ multiplies $\langle w^3\rangle=O(k)$.
- For $q\ge4$, the factor $c^q$ is already $O(k^4)$.

All these contributions are $O(k^4)$, as is the difference between $\frac12\langle\ln(1+v^2/4)\rangle$ and $\langle v^2\rangle/8$. Hence

$$\gamma=\frac{\sigma^2\Omega^2}{8}\left[1+O(\Omega^2)\right]. \tag{18}$$

The localisation length diverges as $\omega^{-2}$, whereas the wavelength $2\pi/k$ diverges as $\omega^{-1}$. Measured in wavelengths, $\xi k/2\pi\simeq4/(\pi\sigma^2k)$, so a slow mode oscillates many times before its envelope decays. At $\omega=0$, (2) admits $u_n=\text{constant}$ for every set of masses, and its other solution grows linearly, so $\gamma=0$.

For a finite chain of $N$ sites, $\xi>N$ requires $k<k_N\simeq\sqrt{8/(\sigma^2N)}$. Standing waves are spaced by about $\pi/N$ in $k$, so roughly $Nk_N/\pi=\sqrt{8N/\sigma^2}/\pi$ modes extend across the chain. Their number grows as $\sqrt N$, while their fraction falls as $1/\sqrt N$. The heat they carry also depends on how the ends couple to the reservoirs, which $\gamma$ does not contain.

## Transmission through a disordered segment

The exponent also governs waves sent through $N$ disordered sites between uniform leads of mass $m$. Number the sites from the transmitted side, so that the outgoing wave is $e^{-ikn}$ with unit amplitude. At each step split the complex displacement into a part $\alpha_n$ moving towards that side and a part $\beta_n$ moving away:

$$u_n=\alpha_n+\beta_n,\qquad u_{n-1}=e^{ik}\alpha_n+e^{-ik}\beta_n. \tag{19}$$

The combination $u_{n+1}-e^{ik}u_n$ equals $(1-e^{2ik})\alpha_{n+1}$ by (19) and $-2i\sin k\,\alpha_n+V_n(\alpha_n+\beta_n)$ by (4). The combination $u_{n+1}-e^{-ik}u_n$ gives $\beta_{n+1}$ in the same way. Hence

$$\alpha_{n+1}=e^{-ik}[\alpha_n+h_n(\alpha_n+\beta_n)],\qquad
\beta_{n+1}=e^{ik}[\beta_n-h_n(\alpha_n+\beta_n)]. \tag{20}$$

With $w_n=-\beta_n/\alpha_n$, the ratio of the two equations is the map (11), and $|\alpha_{n+1}/\alpha_n|=|1+h_n-h_nw_n|$ is the growth (8). The difference is that $w$ now starts at zero. Energy-flux conservation, $|\alpha_n|^2-|\beta_n|^2=1$, keeps $|w_n|<1$, so the averaging argument still holds. The transmission is $T=1/|\alpha|^2$ at the incident side, and at leading order

$$\langle\ln T\rangle=-2\gamma N. \tag{21}$$

The factor two appears because $T$ is a ratio of energy fluxes, whereas $\gamma$ describes amplitude. Starting from $w=0$ also leaves an end contribution. Away from the band centre and upper band edge, $\langle w_n\rangle$ differs from its stationary value by at most order $\langle v^2\rangle/|\sin k|$, and the rotation of this difference limits its sum over sites to order $\langle v^2\rangle/\sin^2k$. Multiplied by $\langle c\rangle\simeq\langle v^2\rangle/4$, it contributes to $\langle\ln T\rangle$ at order $\langle v^2\rangle^2/\sin^2k$. This does not grow with $N$ and vanishes at low frequency.

## Where the quadratic law fails

**Band centre.** At $k=\pi/2$, or $\Omega^2=2$, each site rotates $w^2$ through one full turn, since $e^{4ik}=1$. The bound (13) on $\langle w^2\rangle$ is lost. Disorder can then build a preference for certain phases whose strength does not vanish as the disorder becomes weak, and (16) fails already at leading order.

**Band edge.** As $k\to\pi$, $\tan(k/2)$ diverges. The perturbation $v$ is then large even for small mass deviations.

**Correlated masses.** Let $C_j=\langle\varepsilon_n\varepsilon_{n-j}\rangle$ have finite range, and take weak disorder at fixed $k$ away from the special points. The term $\frac12v_n\sin2\theta_n$ in the logarithmic growth no longer averages to zero, because $\theta_n$ remembers earlier masses correlated with $m_n$. Iterating (11) to first order, each earlier site $n-j$ adds $e^{2ikj}h_{n-j}(w-1)^2$ to $w_n$. For a nearly uniform phase $\langle(w-1)^2\rangle\to1$, so

$$\langle v_nw_n\rangle=\frac i2\sum_{j\ge1}e^{2ikj}\langle v_nv_{n-j}\rangle. \tag{22}$$

Half its imaginary part is $\frac14\sum_j\langle v_nv_{n-j}\rangle\cos2kj=\tan^2(k/2)\sum_jC_j\cos2kj$. Added to the independent-site result $\frac12C_0\tan^2(k/2)$, this gives

$$\gamma=\frac12\tan^2\!\frac k2\;S(2k),\qquad S(2k)=C_0+2\sum_{j\ge1}C_j\cos2kj. \tag{23}$$

Backscattering changes the wave number by $2k$ and therefore samples the mass fluctuations at $2k$. The $\omega^2$ law needs $S(0)\ne0$. As a counterexample, take $\varepsilon_n=\eta_n-\eta_{n-1}$ with independent, zero-mean $\eta_n$. Then $C_0=2\langle\eta^2\rangle$, $C_1=-\langle\eta^2\rangle$ and $S(2k)=4\langle\eta^2\rangle\sin^2k$. At second order in the disorder and for small $k$, $\gamma\simeq\frac12\langle\eta^2\rangle k^4$, which is proportional to $\omega^4$.

## A chain with two masses

Consider a model chain in Hartree atomic units with masses $40000$ (probability $3/4$) and $80000$ (probability $1/4$) electron masses, $K=0.1$ hartree/bohr$^2$ and spacing $5$ bohr. The mean mass is $50000$, the deviations are $\varepsilon=-0.2$ and $0.6$, and

$$\sigma^2=0.75(0.2)^2+0.25(0.6)^2=0.12.$$

At $\omega=2\times10^{-4}$ atomic units (1.316 THz as an ordinary frequency),

$$\Omega^2=\frac{50000\,(2\times10^{-4})^2}{0.1}=0.02,\qquad
\gamma\simeq\frac{0.12\times0.02}{8}=3.00\times10^{-4}.$$

The localisation length is about $3333$ sites, or $16667$ bohr $=0.88$ micrometre. Equation (16) gives $\gamma=3.015\times10^{-4}$.

A value without expansion in the disorder comes from the stationary averages $\langle w^p\rangle$. The denominator in (11) has no zero for $|w|\le1$, so $w_{n+1}^p$ is a series in non-negative powers of $w_n$. Averaging it gives linear equations for the moments, here cut off at $p=60$ and solved numerically; (9) then yields $\gamma=3.017\times10^{-4}$. Direct iteration of (2) over 4000 random chains of 60000 sites gives $(3.034\pm0.011)\times10^{-4}$, where the uncertainty is one standard error. The two values differ by about 1.6 standard errors.

The moment equations show the approach to (17):

| $\omega$ (a.u.) | $\gamma$ per site | $\gamma/(\sigma^2\Omega^2/8)$ |
|---|---|---|
| $8\times10^{-4}$ | $5.256\times10^{-3}$ | 1.0950 |
| $4\times10^{-4}$ | $1.227\times10^{-3}$ | 1.0224 |
| $2\times10^{-4}$ | $3.017\times10^{-4}$ | 1.0055 |
| $1\times10^{-4}$ | $7.510\times10^{-5}$ | 1.0014 |
| $5\times10^{-5}$ | $1.876\times10^{-5}$ | 1.0003 |

Between the last two rows the relative excess, taken before rounding, falls by a factor 4.00 when the frequency is halved. This is the behaviour of a correction proportional to $\Omega^2$, the order allowed by (18). At $\omega=10^{-4}$, doubling all mass deviations from half their stated size multiplies $\gamma$ by 4.000, the variance scaling of (17).

For transmission, 20000 random segments of 3333 sites at $\omega=2\times10^{-4}$ give $\langle\ln T\rangle=-1.996\pm0.010$. Equation (21), with $\gamma$ from (16), gives $-2.010$. One localisation length therefore reduces the geometric mean of the transmitted energy flux to about $e^{-2}$ of the incident flux. The arithmetic mean is larger, because it gives more weight to the segments that transmit well.

The band-centre failure is visible with the mass deviations reduced to one tenth. At $\omega=2\times10^{-3}$, where $\Omega^2=2$, the moment equations give $0.914$ times the value of (16), and direct iteration gives $0.909\pm0.005$ times that value. At $\omega=1.7\times10^{-3}$ the moment equations give a ratio of $1.000$, so the formula recovers away from the centre.

For the correlated masses with $\eta=\pm0.1$ and $\Omega^2=0.3$, (23) gives $\gamma=4.50\times10^{-4}$. Direct iteration gives $(4.46\pm0.02)\times10^{-4}$. Independent masses of the same variance would give $8.11\times10^{-4}$ by (16): the variance alone does not determine the localisation length.

Numerical values quoted here were computed with a short program.
